Fermi-level occupation rules from the KKT conditions of extended Kohn-Sham theory

**1. Two levels and one electron**

Let one electron be shared between two orbitals with occupations n₁ and n₂, where n₁ + n₂ = 1 and both lie between 0 and 1. Take the model energy

E = Δ n₂ + ½U(n₁² + n₂²), Δ > 0.

Define the level of each orbital as the derivative of the energy with respect to its occupation:

ε₁ = ∂E/∂n₁ = U n₁
ε₂ = ∂E/∂n₂ = Δ + U n₂.

Since n₂ = 1 − n₁, raising n₁ lowers n₂ by the same amount, so

dE/dn₁ = ε₁ − ε₂.

At a minimum inside the interval this derivative vanishes, and the two fractionally occupied levels are degenerate. At a minimum with n₁ = 1, n₁ can only be lowered. That must not reduce the energy, so ε₁ ≤ ε₂: the full level is not above the empty one. At n₁ = 0 the same argument gives ε₂ ≤ ε₁.

For U > Δ neither end satisfies its condition. At n₁ = 1 the levels are U and Δ, with the full one higher; at n₁ = 0 they are 0 and Δ + U, again with the full one higher. The minimum is therefore fractional, and U n₁ = Δ + U(1 − n₁) gives

n₁ = (U + Δ)/(2U).

The electron divides until repulsion has raised the lower level to meet the upper one. The degeneracy results from the minimization and needs no symmetry. The rest of this appendix shows that the same rules hold when the orbitals are free to change as well.

**2. The extended model**

Atomic units are used in the algebra. Take M real orthonormal basis functions χ_i, equal densities for the two spins, and N electrons per spin, with 0 < N < M. N need not be an integer. The variable is the density matrix γ of one spin, a real symmetric M × M matrix with

0 ≤ γ ≤ 1, Tr γ = N.

The matrix inequality means that every eigenvalue of γ, that is, every occupation, lies between 0 and 1. A Slater determinant has occupations 0 and 1 alone, so that γ² = γ. The extended model drops this last restriction. The density and energy are

ρ(r) = 2 Σ_ij γ_ij χ_i(r) χ_j(r)
E(γ) = 2 Tr(hγ) + F[ρ].

Here h contains the kinetic energy and the external potential, F is the Hartree plus exchange-correlation energy, and each factor 2 counts the spins. F is assumed differentiable, with potential v(r) = δF/δρ(r).

Real matrices are sufficient when h is real. A complex Hermitian γ and its real part have the same density and the same Tr(hγ), and the real part, being the average of γ and its complex conjugate, is also feasible.

For a small change dγ,

dF = ∫ v dρ = 2 Σ_ij dγ_ij ∫ χ_i v χ_j = 2 Tr(v dγ),

where v in the trace is the matrix of the potential. With H = h + v, the Kohn-Sham matrix at γ,

dE = 2 Tr(H dγ).   (1)

If u_i is a normalized eigenvector of H with eigenvalue ε_i, the change dγ = dn_i u_i u_iᵀ gives

∂E/∂n_i = 2ε_i.

Moving dn electrons per spin from level i to level j therefore costs 2(ε_j − ε_i)dn to first order. This is the physical content of the occupation rules, but a proof must also allow rotations of the orbitals.

**3. A minimizer solves a linear problem**

The feasible set is convex. If γ and γ' belong to it, then for 0 ≤ t ≤ 1 the matrix

γ_t = γ + t(γ' − γ) = (1 − t)γ + tγ'

has trace N, and xᵀγ_t x lies between 0 and xᵀx for every vector x because this holds for γ and γ'. The set is also closed and bounded in a finite-dimensional space, so a continuous E has a minimizer.

Let γ be a local minimizer. The energy cannot decrease to first order as t increases from zero. By (1),

Tr H(γ' − γ) ≥ 0 for every feasible γ'.   (2)

Here H is built from γ and held fixed. Thus γ minimizes the linear function Tr(Hγ'), even though E itself is not linear.

Order the eigenvalues of H as ε₁ ≤ ε₂ ≤ … ≤ ε_M. Let m be the smallest integer not less than N, and set ε_F = ε_m. Fewer than N levels lie strictly below ε_F, and at least N lie at or below it. One can therefore fill all levels below ε_F and place the remaining electrons in the levels at ε_F. Call this Aufbau matrix γ₀.

Split H − ε_F into its positive and negative parts:

H − ε_F = B − A, A ≥ 0, B ≥ 0, AB = 0.

A has eigenvalue ε_F − ε_i on levels below ε_F and zero on the others. B has eigenvalue ε_i − ε_F on levels above ε_F and zero on the others. For any feasible γ',

Tr (H − ε_F)γ' = Tr Bγ' − Tr Aγ'
= −Tr A + Tr Bγ' + Tr A(1 − γ').   (3)

The second line adds and subtracts Tr A. The last two terms are not negative, because for positive semidefinite matrices P and Q

Tr PQ = Tr(P^½ Q P^½) ≥ 0.

Hence the left side of (3) is at least −Tr A. The Aufbau matrix attains this bound: it is empty where B acts and full where A acts. By (2), Tr Hγ ≤ Tr Hγ₀, and since Tr γ = Tr γ₀ = N this gives Tr (H − ε_F)γ ≤ Tr (H − ε_F)γ₀ = −Tr A, so γ attains it too. Both non-negative terms must then vanish for γ:

Tr Bγ = 0, Tr A(1 − γ) = 0.

A vanishing trace makes the product itself vanish. Indeed, Tr Bγ is the sum of the squared elements of γ^½B^½. If it is zero, γ^½B^½ = 0, and multiplication by γ^½ on the left and B^½ on the right gives γB = 0. The transpose is Bγ = 0. The same argument applies to A and 1 − γ. Therefore

Bγ = 0, A(1 − γ) = 0.   (4)

**4. The KKT conditions and the occupation rules**

The same result follows the standard pattern of a constrained minimum. In the Lagrangian

L = E − 2ε_F(Tr γ − N) − 2 Tr(Bγ) − 2 Tr[A(1 − γ)],

B is the multiplier of γ ≥ 0, A that of γ ≤ 1, and 2ε_F that of the electron number. Setting the derivative with respect to γ to zero and dividing by 2 gives

H − ε_F − B + A = 0, A ≥ 0, B ≥ 0.   (5)

Equation (5) is stationarity with multipliers of the right sign, and (4) is complementary slackness: a multiplier acts where its constraint is active. Together with feasibility these are the KKT conditions.

Now read them on an eigenvector u of H with eigenvalue ε.

If ε < ε_F, then Au = (ε_F − ε)u. The transpose of the second equation in (4) is (1 − γ)A = 0. Applied to u it gives (ε_F − ε)(1 − γ)u = 0, so γu = u and the occupation is 1.

If ε > ε_F, then Bu = (ε − ε_F)u. From γB = 0 it follows that γu = 0, and the occupation is 0.

Since γ is symmetric and leaves these two groups of eigenvectors invariant, it also leaves the remaining space, the eigenspace at ε_F, invariant. There it acts as some matrix δ with 0 ≤ δ ≤ 1. In summary,

γ = (projector on ε < ε_F) + δ, with δ acting within ε = ε_F.   (6)

H is a multiple of the identity where δ acts, so H and γ commute. Diagonalizing δ gives common eigenvectors, and any fractional occupation belongs to a level at ε_F. All fractional levels are therefore degenerate.

The reverse reading is not valid: a level at ε_F may have occupation 0 or 1. If N levels are full and a gap follows, any ε_F from the highest full level to the lowest empty one satisfies the conditions with suitably shifted A and B. A fractional level removes this freedom, because (4) then requires A and B both to vanish on it.

The argument used the energy through (1) alone. It therefore also covers an energy that depends directly on γ, provided that E is differentiable and H is defined as half its matrix derivative. It does not cover finite-temperature smearing, which minimizes E − TS. With

S = −2k_B Σ_i [n_i ln n_i + (1 − n_i) ln(1 − n_i)],

stationarity in n_i at fixed orbitals reads

ε_i + k_B T ln[n_i/(1 − n_i)] = ε_F,

which is the Fermi-Dirac distribution. Levels away from ε_F are then fractional. At any T > 0 every occupation lies strictly between 0 and 1. As T → 0, an occupation that stays bounded away from both 0 and 1 keeps the logarithm finite and so forces ε_i − ε_F → 0.

**5. When the conditions are sufficient**

For the Hartree functional without exchange and correlation, F = ½(ρ|ρ), where

(f|g) = ∫∫ f(r)g(r')/|r − r'| dr dr'.

This model is called reduced Hartree-Fock. Let γ satisfy the KKT conditions, let γ' be any feasible matrix, and let δρ be the difference of their densities. Because E is quadratic,

E(γ') − E(γ) = 2 Tr H(γ' − γ) + ½(δρ|δρ).

The traces of γ and γ' are equal, so H may be replaced by H − ε_F. By (3), its trace with γ' is −Tr A + Tr Bγ' + Tr A(1 − γ'), and its trace with γ is −Tr A. Subtraction gives

E(γ') − E(γ) = 2 Tr Bγ' + 2 Tr A(1 − γ') + ½(δρ|δρ).   (7)

The Coulomb term is not negative, since in Fourier space it is an integral of |δρ(k)|² with the positive weight 4π/k². Every KKT point of this model is thus a global minimum. Two global minimizers must have δρ = 0, so the minimizing density is unique.

Without convexity this conclusion can fail. In the model of section 1 take Δ = 1 eV and an attraction, U = −4 eV. Three points obey the occupation rules:

n₁ = 1: levels −4 and 1 eV, E = −2 eV
n₁ = 0: levels 0 and −3 eV, E = −1 eV
n₁ = (−4 + 1)/(−8) = 0.375: both levels −1.5 eV, E = −0.4375 eV.

The first is the global minimum. The second is a local minimum, since dE/dn₁ = 0 − (−3) = 3 eV there. The third is a maximum, since d²E/dn₁² = 2U = −8 eV. An approximate exchange-correlation energy can make E nonconvex, so a converged calculation with correct Aufbau filling need not have found the lowest energy.

**6. A nitrogen ion in a trap**

The example is the free ion N⁺ with three electrons per spin, in the cc-pVDZ basis, with the Hartree functional alone. Exchange and correlation are left out and the electrons' self-repulsion is retained, so the levels are not predictions of measured ionization energies. Equal spin densities are also a model assumption: the real ion has a triplet ground state, with four electrons of one spin and two of the other. A harmonic potential ½kz² is added, with k a model parameter. The minimizer was found by an accelerated form of the projected-gradient method of section 8, which does not fill levels in order.

At k = 0 each 2p orbital has occupation 1/3 per spin, as spherical symmetry suggests. At k = 4 eV/Å² the levels and occupations are

1s: −341.86 eV, 1
2s: −19.04 eV, 1
2p_z: −8.89 eV, 0.217
2p_x and 2p_y: −8.89 eV, 0.392 each.

The next level, at +15.17 eV, is empty. The occupations add up to 2 + 0.217 + 2 × 0.392 = 3.00. The Fermi level is −8.89 eV, or −0.3265 hartree, and the electronic energy is −1301.01 eV, or −47.811 hartree. All numbers in sections 6 and 7 belong to this 14-function basis and are not converged. In an uncontracted aug-cc-pVTZ basis the 1s level moves to −347.45 eV, 2s to −19.68 eV, the Fermi level to about −9.4 eV, n(p_z) to 0.208 and the energy to −1303.40 eV, and the first empty level falls to +0.20 eV. The three 2p levels still coincide.

The trap has axial symmetry, which makes p_x and p_y equivalent but does not relate them to p_z. Even so, all three levels coincide. Relative to the free ion, 2 × (0.333 − 0.217) = 0.23 electrons have left p_z, counting both spins.

To see how the levels are brought together, give p_z the radial shape of p_x. The kinetic and nuclear energies of the two orbitals then cancel in the difference p_z minus p_x, leaving

trap: +0.625 eV
Hartree: −0.603 eV
sum: +0.022 eV.

The trap raises p_z more than p_x, while the Hartree potential of a density with more charge in p_x and p_y raises those two levels relative to p_z. The small remainder disappears when p_z takes its own shape.

If each level's own orbital is used instead, the one-body part of the difference is −1.87 eV and the Hartree part is +1.87 eV in this basis (about −3.3 and +3.3 eV in the larger one). The signs are reversed because the one-body part now includes changes of kinetic and nuclear energy due to the difference in shape. Near an eigenvector of H, the expectation value of H changes at second order in the shape, but its separate parts change at first order. Such a decomposition therefore depends strongly on which orbitals are compared.

As k increases, p_z empties:

k = 8 eV/Å²: n(p_z) = 0.113, splitting 0
k = 12 eV/Å²: n(p_z) = 0.024, splitting 0
k = 16 eV/Å²: n(p_z) = 0, splitting 0.31 eV
k = 40 eV/Å²: n(p_z) = 0, splitting 2.42 eV.

The splitting is ε(p_z) − ε(p_x). In the larger basis n(p_z) at k = 12 eV/Å² is 0.035 and the splittings at 16 and 40 eV/Å² are 0.17 and 2.02 eV; the pattern is the same. Between k = 12 and 16 eV/Å² the constraint n(p_z) ≥ 0 becomes active. There is no more charge to remove from p_z, and its level rises above ε_F. The splitting is then the eigenvalue of the multiplier B on this orbital.

**7. Why a determinant may violate Aufbau**

Suppose that, at k = 4 eV/Å², a spin-restricted determinant filled the lowest three levels of its own H. It would satisfy the KKT conditions, and by (7) it would be a global minimizer with the unique minimizing density. Its H would then be the one already found, so it would contain 1s, 2s and one orbital from the degenerate 2p space.

In this basis the three 2p orbitals have the form x f(r), y f(r) and z g(r). Their pair products are linearly independent, so the density fixes the real part of the 3 × 3 matrix δ. Here δ is diagonal with entries 0.217, 0.392 and 0.392, and has rank three. A single orbital with coefficient vector a + ib gives the real part aaᵀ + bbᵀ, of rank at most two. No such determinant exists, even with complex orbitals.

The lowest determinant with real orbitals found in several direct minimizations lies 1.86 eV above the extended minimum. Equation (7) divides this excess into 0.18 eV from the multiplier terms and 1.68 eV of Coulomb energy of the density difference. Its highest occupied level is at −7.19 eV and its lowest empty level at −10.45 eV, so Aufbau is violated by 3.26 eV. This is compatible with minimality among real determinants: transferring a small fraction of an electron would lower the energy, but would leave the set γ² = γ. A determinant with complex orbitals can lie lower, because the real part of its p block may have rank two, but it too remains above the extended minimum: the lowest one found, with real p block ½, ½, 0 on p_x, p_y, p_z, lies 0.24 eV above it.

Plain iteration, which fills the lowest three levels of each new H, cannot converge here. A limit would be a determinant obeying Aufbau with its own H, and none exists. In a run started from the lowest real determinant, the matrix γ changed by at least 1.85 per step in Frobenius norm in the last 20 of 60 steps. For two determinants P and P',

‖P − P'‖² = 2N − 2 Tr PP',

so N − Tr PP' is at least 1.85²/2 = 1.71. More than one orbital's worth of the occupied space is replaced at each of these steps. Replacing a single orbital gives 1 minus the squared overlap of the old and new orbital, at most 1, so in this run the oscillation involves more than turning one p orbital into another; the output does not identify the other orbitals. The form of the oscillation depends on the starting point, and another start can give a cycle in which little more than the occupied p orbital changes.

When p_z is empty, the fractional occupations are ½ and ½ in p_x and p_y. One complex orbital, (p_x + i p_y)/√2, has the same density. A fractional minimizer therefore does not by itself exclude an equivalent determinant.

**8. Use in a program**

At a degenerate Fermi level, H does not determine γ. An eigensolver returns an arbitrary basis of the degenerate space, while δ must be found from self-consistency. To list levels and occupations, diagonalize γ within the fractional space and H within the full and empty spaces.

A method that needs no Aufbau filling is to take a gradient step and return to the nearest feasible matrix. For a symmetric matrix Y with eigenvalues y_i, the nearest γ minimizes ½‖γ − Y‖². Its gradient γ − Y plays the role of H in the preceding proof. The nearest γ therefore commutes with γ − Y, hence with Y, and the two have common eigenvectors. In the eigenvectors of Y the "levels" are n_i − y_i; call their Fermi level −μ. A fractional n_i requires n_i − y_i = −μ, a full one 1 − y_i ≤ −μ, and an empty one −y_i ≥ −μ. Together,

n_i = min(1, max(0, y_i − μ)),

with μ fixed by Σ n_i = N. This distance is convex, so the conditions are sufficient. With Y = γ − 2τH and step τ > 0, the gradient at γ itself is 2τH. Hence γ is unchanged by the step precisely when it satisfies (2).

For a convex energy there is also a bound on the error of an unconverged γ. Build H, ε_F, A and B from that γ. Convexity and (3) give, for every feasible γ',

E(γ') ≥ E(γ) + 2 Tr H(γ' − γ)
≥ E(γ) − 2[Tr Bγ + Tr A(1 − γ)].

The energy therefore lies above the minimum by no more than twice the bracket, which vanishes at convergence. This bound is derived here but is not part of the numerical check. For a nonconvex functional the bracket still measures the violation of the KKT conditions, but it no longer bounds the energy error.

Computed results

```
N+ ion, cc-pVDZ, basis functions: 14, electrons per spin: 3
Trap k (eV/A^2), n(pz), n(px)=n(py), e(pz)-e(px) (eV), Fermi level (eV)
    0  0.3333  0.3333  0.0000  -9.6424
    4  0.2165  0.3918  0.0000  -8.8855
    8  0.1134  0.4433  0.0000  -8.2126
   12  0.0235  0.4882  0.0000  -7.6061
   16  0.0000  0.5000  0.3063  -7.0752
   24  0.0000  0.5000  1.0926  -6.0591
   40  0.0000  0.5000  2.4156  -4.0834
Weak trap, k = 4 eV/A^2: level (eV), occupation, pz weight
  -341.8617  1.0000  0.000
  -19.0422  1.0000  0.000
  -8.8855  0.2165  1.000
  -8.8855  0.3918  0.000
  -8.8855  0.3918  0.000
  15.1723  0.0000  0.000
  15.1723  0.0000  0.000
Weak trap Fermi level: -0.326536 hartree
Weak trap electronic energy: -1301.0137 eV = -47.811370 hartree
Trap splitting pz-px, frozen free-ion orbitals: 0.6280 eV
Weak trap, pz minus px with the px radial shape for both:
  trap part: 0.6249 eV
  Hartree part: -0.6032 eV
  sum, removed when pz adjusts its shape: 0.0218 eV
Weak trap, pz minus px with each level's own orbital:
  whole one-body part: -1.8663 eV
  Hartree part: 1.8663 eV
Lowest real determinant found, above minimum: 1.8634 eV
  part linear in the multipliers: 0.1794 eV
  Coulomb energy of density difference: 1.6840 eV
  its highest occupied level: -7.1899 eV
  its lowest empty level: -10.4547 eV
Plain filling, least change of gamma in last 20 of 60 steps: 1.8502
Two-level model: gap 1.0 eV, attraction 4.0 eV
  points obeying the rules: n1, energy, level 1, level 2 (eV)
  0.000  -1.0000  0.0000  -3.0000
  0.375  -0.4375  -1.5000  -1.5000
  1.000  -2.0000  -4.0000  1.0000
```
